**Ohmic heating against collision frequency at fixed field amplitude**

Electrons of density n, charge magnitude e and mass m, in a field of peak amplitude E0 and angular frequency omega, absorb the mean power density p = (n e² E0²/2m) nu/(nu² + omega²), where nu is their constant momentum-loss rate. At fixed n, E0 and omega this is greatest at nu = omega. The program integrates the equation of motion in time and asserts the power, the position of the maximum, the half-power points, the 45° current lag, and the different behaviour at fixed current or with varied drive frequency. A simulation of random free flights tests the heating mechanism, and random trajectories test the averages for a speed-dependent collision rate and for a non-uniform field. A finite-difference solution tests the skin depth. For rough values of a 13.56 MHz argon discharge, the output gives an optimum pressure of 26.5 mTorr and a peak of 8.27 mW/cm³ at a field amplitude of 1 V/cm. It also shows that thermal motion through a half-wave field 5 cm long lowers the optimum to 13.8 mTorr and leaves strong heating in the collisionless limit.

## Numerical verification

```python
"""
Result under test: electrons of fixed density n in a field E0*cos(omega*t)
with constant momentum-loss rate nu absorb the mean power density
    p = n e^2 E0^2/(2 m) * nu/(nu^2 + omega^2),
which, as nu varies at fixed n, E0 and omega, is greatest at nu = omega.
Symbols: e, m electron charge and mass; v_t = sqrt(kB*Te/m) thermal speed;
k wavenumber of a non-uniform transverse field.
Reduced units in the tests: force amplitude = m = 1; in the kinetic part
also omega = v_t = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(12345)


def lorentz(nu, omega):
    return nu / (nu**2 + omega**2)


# ---- Equation of motion dv/dt = cos(omega t) - nu v, integrated in time ----
def integrate_period(nu, omega, start, steps):
    h = 2 * np.pi / omega / steps
    drive = np.cos(np.pi * np.arange(2 * steps + 1) / steps).tolist()
    v = start
    path = [v]
    for i in range(steps):
        f0, f1, f2 = drive[2 * i], drive[2 * i + 1], drive[2 * i + 2]
        a = f0 - nu * v
        b = f1 - nu * (v + h * a / 2)
        c = f1 - nu * (v + h * b / 2)
        d = f2 - nu * (v + h * c)
        v += h * (a + 2 * b + 2 * c + d) / 6
        path.append(v)
    return np.array(path)


def steady_motion(nu, omega, steps=800):
    """Periodic solution, found by matching the ends of one period."""
    # the second start is of the order of the response, for good rounding
    scale = 1 / omega
    first = integrate_period(nu, omega, 0.0, steps)
    second = integrate_period(nu, omega, scale, steps)
    free = (second - first) / scale
    start = first[-1] / (1 - free[-1])
    velocity = (first + start * free)[:-1]
    phase = 2 * np.pi * np.arange(steps) / steps
    return velocity, phase


def motion_power(nu, omega=1.0):
    velocity, phase = steady_motion(nu, omega)
    return np.mean(velocity * np.cos(phase))


for nu in (0.1, 0.5, 1.0, 3.0, 10.0):
    assert abs(motion_power(nu) / (0.5 * lorentz(nu, 1)) - 1) < 1e-6
    assert abs(motion_power(nu) / motion_power(1 / nu) - 1) < 1e-6

best = minimize_scalar(lambda q: -motion_power(q), bounds=(0.2, 5),
                       method="bounded", options={"xatol": 1e-7})
ratio_best = best.x
peak_reduced = -best.fun
assert abs(ratio_best - 1) < 1e-3
assert abs(peak_reduced - 0.25) < 1e-6

half_low = brentq(lambda q: motion_power(q) - peak_reduced / 2, 0.05, 1)
half_high = brentq(lambda q: motion_power(q) - peak_reduced / 2, 1, 10)
assert abs(half_low - (2 - np.sqrt(3))) < 1e-5
assert abs(half_high - (2 + np.sqrt(3))) < 1e-4

velocity, phase = steady_motion(1.0, 1.0)
lag = np.degrees(np.arctan2(np.mean(velocity * np.sin(phase)),
                            np.mean(velocity * np.cos(phase))))
assert abs(lag - 45) < 1e-4
instant = velocity * np.cos(phase)
swing = np.ptp(instant) / 2 / np.mean(instant)
assert abs(swing - np.sqrt(2)) < 1e-3   # limited by the time sampling

# Other constraints: varied drive frequency, and fixed electron current
falling = [motion_power(1.0, w) for w in (0.1, 0.3, 1.0, 3.0)]
assert np.all(np.diff(falling) < 0)


def power_per_square_current(nu):
    velocity, phase = steady_motion(nu, 1.0)
    return np.mean(velocity * np.cos(phase)) / np.mean(velocity**2)


for nu in (0.3, 1.0, 4.0):
    assert abs(power_per_square_current(nu) / nu - 1) < 1e-6
double_field = motion_power(2.0) / motion_power(1.0)
double_current = power_per_square_current(2.0) / power_per_square_current(1.0)

# ---- Mechanism: energy gained in random free flights between collisions ----
for nu in (0.5, 1.0, 3.0):
    count = 1_000_000
    begin = rng.uniform(0, 2 * np.pi, count)
    flight = rng.exponential(1 / nu, count)
    before = 2.0 * rng.standard_normal(count)
    after = before + np.sin(begin + flight) - np.sin(begin)
    gain = nu * (after**2 - before**2) / 2
    error = gain.std() / np.sqrt(count)
    assert error < 0.03 * motion_power(nu)
    assert abs(gain.mean() - motion_power(nu)) < 5 * error

# ---- Kinetic corrections (omega = v_t = 1) ----
speed = np.linspace(1e-6, 10, 4001)
maxwell = np.sqrt(2 / np.pi) * speed**2 * np.exp(-speed**2 / 2)
weight = maxwell * speed**2 / 3
vx_grid = np.linspace(-8, 8, 32001)
vx_density = np.exp(-vx_grid**2 / 2) / np.sqrt(2 * np.pi)


def speed_average(mean_nu, power):
    """Heating factor when nu rises as speed**power."""
    norm = trapezoid(maxwell * speed**power, speed)
    nu = mean_nu * speed**power / norm
    return trapezoid(weight * lorentz(nu, 1), speed)


def doppler_average(nu, k):
    return trapezoid(vx_density * lorentz(nu, 1 - k * vx_grid), vx_grid)


def trajectory_response(rate_of_speed, k, count=400_000, flights=3):
    """Heating factor from the equilibrium velocity correlation of electrons
    that scatter isotropically without change of speed."""
    v = rng.standard_normal((count, 3))
    size = np.linalg.norm(v, axis=1)
    rate = rate_of_speed(size)
    vy_start = v[:, 1].copy()
    time = np.zeros(count)
    shift = np.zeros(count)
    total = np.zeros(count)
    for _ in range(flights):
        tau = rng.exponential(size=count) / rate
        for sign in (1, -1):
            speed_of_phase = 1 + sign * k * v[:, 0]
            middle = time + sign * k * shift + speed_of_phase * tau / 2
            total += (0.5 * v[:, 1] * tau * np.cos(middle)
                      * np.sinc(speed_of_phase * tau / (2 * np.pi)))
        time += tau
        shift += v[:, 0] * tau
        direction = rng.standard_normal((count, 3))
        direction /= np.linalg.norm(direction, axis=1)[:, None]
        v = size[:, None] * direction
    sample = vy_start * total
    return sample.mean(), sample.std() / np.sqrt(count)


def find_peak(function):
    grid = np.geomspace(0.02, 10, 150)
    i = int(np.argmax([function(q) for q in grid]))
    assert 0 < i < len(grid) - 1
    result = minimize_scalar(lambda q: -function(q),
                             bounds=(grid[i - 1], grid[i + 1]),
                             method="bounded")
    return result.x, -result.fun


speed_results = []
for power in (1, 2):
    norm = trapezoid(maxwell * speed**power, speed)
    value, error = trajectory_response(lambda s: 0.7 * s**power / norm, 0.0)
    assert error < 0.02 * value
    assert abs(value - speed_average(0.7, power)) < 5 * error
    place, height = find_peak(lambda q: speed_average(q, power))
    assert height < 0.5
    speed_results.append((power, place, height / 0.5))

# ---- Worked example: rough values of a low-pressure argon discharge ----
e, m, kB = const.e, const.m_e, const.k
frequency = 13.56e6            # Hz
density = 1e16                 # m^-3
Te_eV = 3.0
rate_coefficient = 1e-13       # m^3/s
gas_T = 300.0                  # K
field = 100.0                  # V/m, peak value
omega = 2 * np.pi * frequency
mtorr = const.torr * 1e-3
gas_density = omega / rate_coefficient
p_best = gas_density * kB * gas_T / mtorr
p_hot = gas_density * kB * 2 * gas_T / mtorr


def power_density(nu):
    return density * e**2 * field**2 / (2 * m) * lorentz(nu, omega)


peak = density * e**2 * field**2 / (4 * m * omega)
from_motion = density * e**2 * field**2 / m * motion_power(omega, omega)
assert abs(from_motion / peak - 1) < 1e-6
per_electron = peak / density / e              # eV/s
ripple = swing * per_electron / (2 * omega)    # eV

v_t = np.sqrt(Te_eV * e / m)
mean_speed = np.sqrt(8 / np.pi) * v_t
assert abs(trapezoid(maxwell * speed, speed) * v_t / mean_speed - 1) < 1e-6
free_path = mean_speed / omega
directed = e * field / m * np.max(np.abs(velocity)) / omega
assert abs(directed / (e * field / (m * omega * np.sqrt(2))) - 1) < 1e-4

sigma = density * e**2 / (m * (omega - 1j * omega))
displacement = const.epsilon_0 * omega / abs(sigma)
kappa = np.sqrt(-1j * omega * const.mu_0 * sigma)
skin = 1 / kappa.real

# Finite-difference decay of the field from a surface into a deep plasma
per_skin, depth = 80, 10
nodes = per_skin * depth - 1
step = skin / per_skin
matrix = (np.diag(np.full(nodes, -2 - (kappa * step)**2))
          + np.diag(np.ones(nodes - 1), 1) + np.diag(np.ones(nodes - 1), -1))
source = np.zeros(nodes, complex)
source[0] = -1
profile = np.linalg.solve(matrix, source)
assert abs(abs(profile[per_skin - 1]) * np.e - 1) < 1e-3

transport_results = []
for length in (0.10, 0.05):
    k = np.pi / length * v_t / omega
    value, error = trajectory_response(lambda s: 0.5 + 0 * s, k)
    assert error < 0.02 * value
    assert abs(value - doppler_average(0.5, k)) < 5 * error
    place, height = find_peak(lambda q: doppler_average(q, k))
    residue = np.sqrt(np.pi / 2) / k * np.exp(-1 / (2 * k**2))
    if length == 0.05:
        assert abs(doppler_average(0.002, k) / residue - 1) < 0.02
    transport_results.append((length, k, place, height / 0.5, residue / 0.5))

print("TESTS IN REDUCED UNITS")
print(f"nu/omega at greatest power: {ratio_best:.4f}")
print(f"half-power nu/omega: {half_low:.4f} and {half_high:.4f}")
print(f"current lag at the peak: {lag:.2f} degrees")
print(f"nu doubled from omega, fixed field: power x {double_field:.3f}")
print(f"nu doubled from omega, fixed current: power x {double_current:.3f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"drive frequency: {frequency/1e6:.2f} MHz")
print(f"electron density: {density/1e6:.1e} cm^-3")
print(f"electron temperature: {Te_eV:.1f} eV")
print(f"collision rate coefficient: {rate_coefficient*1e6:.1e} cm^3/s")
print(f"gas temperature: {gas_T:.0f} K")
print(f"field amplitude: {field/100:.2f} V/cm")
print("EXAMPLE RESULTS")
print(f"omega = optimum nu: {omega:.3e} s^-1")
print(f"optimum gas density: {gas_density/1e6:.3e} cm^-3")
print(f"optimum pressure: {p_best:.1f} mTorr = {p_best*mtorr:.2f} Pa")
print(f"peak power density: {peak/1e3:.2f} mW/cm^3 = {peak:.0f} W/m^3")
print(f"peak power per electron: {per_electron/1e6:.2f} eV/us")
print(f"half-power pressures: {half_low*p_best:.1f}, "
      f"{half_high*p_best:.1f} mTorr")
for pressure in (3.0, 10.0, 30.0, 100.0, 300.0):
    nu = rate_coefficient * pressure * mtorr / (kB * gas_T)
    print(f"at {pressure:.0f} mTorr: nu/omega {nu/omega:.3f}, "
          f"power {power_density(nu)/1e3:.2f} mW/cm^3")
print("NEGLECTED EFFECTS")
for power, place, height in speed_results:
    print(f"nu ~ v^{power}: optimum mean nu/omega {place:.3f}, "
          f"{place*p_best:.1f} mTorr")
    print(f"  peak / constant-nu peak: {height:.3f}")
for length, k, place, height, residue in transport_results:
    print(f"half-wave field {length*100:.0f} cm: k*v_t/omega {k:.3f}")
    print(f"  optimum nu/omega {place:.3f}, {place*p_best:.1f} mTorr")
    print(f"  peak / uniform-field peak: {height:.3f}")
    print(f"  collisionless limit / uniform-field peak: {residue:.4f}")
print(f"mean free path at optimum: {free_path*100:.2f} cm")
print(f"skin depth at optimum: {skin*100:.2f} cm")
print(f"displacement / electron current: {displacement:.2e}")
print(f"optimum pressure for gas at {2*gas_T:.0f} K: {p_hot:.1f} mTorr")
print(f"directed speed amplitude / mean thermal speed: "
      f"{directed/mean_speed:.3f}")
print(f"energy ripple amplitude per electron: {ripple:.3f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
TESTS IN REDUCED UNITS
nu/omega at greatest power: 1.0000
half-power nu/omega: 0.2679 and 3.7321
current lag at the peak: 45.00 degrees
nu doubled from omega, fixed field: power x 0.800
nu doubled from omega, fixed current: power x 2.000
EXAMPLE INPUTS (rough typical values)
drive frequency: 13.56 MHz
electron density: 1.0e+10 cm^-3
electron temperature: 3.0 eV
collision rate coefficient: 1.0e-07 cm^3/s
gas temperature: 300 K
field amplitude: 1.00 V/cm
EXAMPLE RESULTS
omega = optimum nu: 8.520e+07 s^-1
optimum gas density: 8.520e+14 cm^-3
optimum pressure: 26.5 mTorr = 3.53 Pa
peak power density: 8.27 mW/cm^3 = 8269 W/m^3
peak power per electron: 5.16 eV/us
half-power pressures: 7.1, 98.8 mTorr
at 3 mTorr: nu/omega 0.113, power 1.85 mW/cm^3
at 10 mTorr: nu/omega 0.378, power 5.47 mW/cm^3
at 30 mTorr: nu/omega 1.133, power 8.20 mW/cm^3
at 100 mTorr: nu/omega 3.778, power 4.09 mW/cm^3
at 300 mTorr: nu/omega 11.334, power 1.45 mW/cm^3
NEGLECTED EFFECTS
nu ~ v^1: optimum mean nu/omega 0.781, 20.7 mTorr
  peak / constant-nu peak: 0.948
nu ~ v^2: optimum mean nu/omega 0.689, 18.2 mTorr
  peak / constant-nu peak: 0.843
half-wave field 10 cm: k*v_t/omega 0.268
  optimum nu/omega 0.887, 23.5 mTorr
  peak / uniform-field peak: 1.038
  collisionless limit / uniform-field peak: 0.0088
half-wave field 5 cm: k*v_t/omega 0.536
  optimum nu/omega 0.520, 13.8 mTorr
  peak / uniform-field peak: 1.169
  collisionless limit / uniform-field peak: 0.8193
mean free path at optimum: 1.36 cm
skin depth at optimum: 6.84 cm
displacement / electron current: 3.23e-04
optimum pressure for gas at 600 K: 52.9 mTorr
directed speed amplitude / mean thermal speed: 0.126
energy ripple amplitude per electron: 0.043 eV
ALL CHECKS PASSED
```
